# Aligning Plane-Wave Orbitals for Subspace Extrapolation with the Polar Factor, part 2

The $N\times n$ matrices $A$, $B$, $C$ hold orthonormal plane-wave coefficients of $n$ bands at $t_n$, $t_n-h$, $t_n-2h$. Units are Rydberg atomic ($\hbar=1$, $m=1/2$, $e^2=2$, lengths in bohr, time in $\hbar/\mathrm{Ry}$); norms are Frobenius. With $M=B^\dagger A=W\Sigma V^\dagger$, the unitary $U$ minimizing

$$\|BU-A\|^2=2n-2\,\mathrm{Re}\,\mathrm{Tr}\,(M^\dagger U)$$

is $U=M\,(M^\dagger M)^{-1/2}$, with $M=US$; for $n=1$, $U=\langle b|a\rangle/|\langle b|a\rangle|$. The vectors $a_i=(AV)_i$, $b_i=(BW)_i$ satisfy $\langle b_i|a_j\rangle=\sigma_i\delta_{ij}$, $\sigma_i=\cos\theta_i$, and the minimum is $4\sum_i\sin^2(\theta_i/2)$. A random test (three-dimensional subspaces, eight-dimensional complex space) had $\theta_i=0.28992$, $0.54244$, $0.83834$ rad.

$B'=BU$, and $C'$ is $C$ aligned likewise to $A$. Under gauge changes $A\to AG_A$, $B\to BG_B$, one has $B'\to B'G_A$. The extrapolation $\tilde X$ is $2A-B'$ (two-point) or $3A-3B'+C'$ (three-point).

$P(s)$ projects on the tracked subspace of the Hamiltonian $H$, assumed gapped and smooth, with $s$ measured from $t_n$; $P=P(0)$, $Q=1-P$, and primes on $P$, $H$, $\Phi$ are time derivatives. The aligned sets are $\Phi(0)=A$, $\Phi(-h)=B'$, $\Phi(-2h)=C'$ of

$$\Phi(s)=P(s)A\,N(s)^{-1/2},\qquad N(s)=A^\dagger P(s)A,$$

$$a=P'A,\qquad b=QP''A,\qquad K=a^\dagger a,\qquad \Phi'(0)=a,\qquad \Phi''(0)=b-AK.$$

With $Q_+=1-P(h)$ and $X$ an orthonormal basis of the predicted span, the subspace error is $d=\|Q_+X\|$. Reusing $A$ gives $h\|a\|$ to leading order; the aligned three-point error is $O(h^3)$; for two points,

$$Q_+(2A-B')=-h^2b+h^3\,(P'b-aK)+O(h^4).$$

For eigenstates $v$ inside and $c$ outside the subspace, with energies $\varepsilon$,

$$P'_{cv}=\frac{H'_{cv}}{\varepsilon_v-\varepsilon_c},\qquad P''_{cv}=\frac{H''_{cv}+2\big(\sum_{c'}H'_{cc'}P'_{c'v}-\sum_{v'}P'_{cv'}H'_{v'v}\big)}{\varepsilon_v-\varepsilon_c}$$

are the elements of $a$ and $b$. The band-sum excess $\Delta E=\mathrm{Tr}(X^\dagger H_+X)-\sum_v\varepsilon_v^+$, with $H_+=H(h)$ and eigenvalues $\varepsilon^+$, obeys $\Delta E\ge E_g\,d^2$, $E_g$ being the gap; for two points,

$$\Delta E=h^4\sum_{cv}(\varepsilon_c-\varepsilon_v)|P''_{cv}|^2+O(h^5).$$

The question now is whether aligning $C$ to $B'$ rather than to $A$ spoils the third order.

**A.** It does not. Chained alignment is also covariant, since $B'\to B'G_A$ now serves as the reference. It gives $C''=C'W_c$, where $W_c$ is the polar factor of $L=C'^\dagger B'=\Phi(s_2)^\dagger\Phi(s_1)$ with $s_1=-h$, $s_2=-2h$. Split $\Phi(s)=AS(s)+D(s)$, where $S(s)=A^\dagger\Phi(s)=N(s)^{1/2}$ is Hermitian and $D(s)=Q\Phi(s)=sa+\tfrac12s^2b+O(s^3)$. Then

$$L=S(s_2)S(s_1)+s_1s_2\,a^\dagger a+\tfrac12s_2s_1^2\,a^\dagger b+\tfrac12s_2^2s_1\,b^\dagger a+O(h^4).$$

The anti-Hermitian part of the first term is half the commutator of two matrices $1+O(h^2)$, so it is $O(h^4)$, and the second term is Hermitian. The remaining terms give

$$\tfrac12(L-L^\dagger)=\tfrac14s_1s_2(s_1-s_2)(a^\dagger b-b^\dagger a)+O(h^4)=\tfrac12h^3(a^\dagger b-b^\dagger a)+O(h^4).$$

Since $L=1+O(h^2)$, write $W_c=e^{\Omega}$ with $\Omega$ small and anti-Hermitian, and $L=e^\Omega(1+\tau)$ with $\tau$ Hermitian and $O(h^2)$. The anti-Hermitian part of this product is $\Omega$ up to terms of relative order $h^2$, so $\Omega=\tfrac12h^3(a^\dagger b-b^\dagger a)+O(h^4)$. This is the non-Abelian Berry holonomy of the small triangle formed by the three subspaces. It changes $\tilde X$ by $C'\Omega=A\Omega+O(h^4)$, and $Q_+A=O(h)$, so the subspace error changes only at $O(h^4)$.

**Q.** Is there an exact picture of the two-point step, beyond Taylor series?

**A.** In the principal vectors, write $b_i=\cos\theta_i\,a_i-\sin\theta_i\,n_i$. The vector $b_i-\cos\theta_i a_i$ is orthogonal to every $a_j$, because $\langle a_j|b_i\rangle=\cos\theta_i\delta_{ij}$, and $\langle b_i-\cos\theta_ia_i|b_j-\cos\theta_ja_j\rangle=(1-\cos^2\theta_i)\delta_{ij}$, so the $n_i$ are orthonormal wherever $\theta_i\ne0$. The problem falls apart into independent planes $(a_i,n_i)$. In each,

$$2a_i-b_i=(2-\cos\theta_i)\,a_i+\sin\theta_i\,n_i,\qquad \tan\varphi_i=\frac{\sin\theta_i}{2-\cos\theta_i},$$

where $\varphi_i$ is the angle between the extrapolated vector and $a_i$. For small $\theta$, $(\theta-\theta^3/6)(1-\theta^2/2)=\theta-\tfrac23\theta^3$, and $\arctan x=x-x^3/3$ gives $\varphi=\theta-\theta^3+\dots$. A subspace that rotated uniformly in each plane, which is a geodesic of the Grassmann manifold, would have $\varphi=\theta$. The aligned linear step therefore continues the geodesic through the last two subspaces and falls short of it only at third order in the angle; the term $-h^3aK$ found earlier is this shortfall. The $O(h^2)$ error $h^2b$ measures how far the true path departs from uniform geodesic motion. In the random example the largest angle gives $\sin\theta/(2-\cos\theta)=0.74353/1.33130=0.55850$, whose arctangent is the numerically measured $0.50935$ rad; the other measured angles are $0.26783$ and $0.42404$ rad.

**Q.** I would expect extrapolating unaligned orbitals to produce garbage. You claim the damage is only first order.

**A.** For two points, yes. Any unaligned old set can be written $B'G$ with $G$ unitary. With $B'=A-ha+O(h^2)$,

$$2A-B'G=A(2-G)+h\,aG+O(h^2).$$

$G$ has eigenvalues $e^{i\chi}$, and $|2-e^{i\chi}|$ lies between 1 and 3, so $2-G$ is always invertible. Multiplying from the right by its inverse keeps the span and gives $A+h\,aG(2-G)^{-1}$, which is orthonormal up to $O(h^2)$. Apply $Q_+$, with $Q_+A=-ha$ and $Q_+a=a+O(h)$, and use $G(2-G)^{-1}-1=[G-(2-G)](2-G)^{-1}$:

$$Q_+X=2h\,a\,(G-1)(2-G)^{-1}+O(h^2).$$

The matrix $F=2(G-1)(2-G)^{-1}$ is a function of $G$ and is diagonal in its eigenbasis, with

$$|F(\chi)|^2=\frac{4(2-2\cos\chi)}{5-4\cos\chi}=\frac{8(1-\cos\chi)}{5-4\cos\chi}.$$

The derivative with respect to $\cos\chi$ is $[-8(5-4\cos\chi)+32(1-\cos\chi)]/(5-4\cos\chi)^2=-8/(5-4\cos\chi)^2<0$, so the maximum is at $\cos\chi=-1$ and equals $16/9$. Since $\|aF\|\le\|a\|\max|F|$, the leading error is at most $\tfrac43h\|a\|$, reached by a global sign flip. $|F|=1$ at $\cos\chi=3/4$; beyond that phase the extrapolation is worse than reusing $A$. For a gauge $G$ that stays away from 1 as $h\to0$ the result is not garbage, but the error is first order again whenever $a(G-1)\ne0$, which is automatic if $a$ has full column rank. If $a$ has a null space and $G$ differs from 1 only there, the first-order term vanishes. If the gauge is smooth, $G=1+h\kappa+\dots$, the term becomes $2h^2a\kappa$ and adds to $-h^2b$: the order is kept and the prefactor changes by an amount set by the rotation rate $\kappa$.

Three points are different, because the coefficient of $A$ is $3-3G_1+G_2$, which can be singular. Take pure phases $g_1=e^{i\chi}$ and $g_2=-3(1-g_1)$. For $|g_2|=1$ one needs $2\sin(\chi/2)=1/3$, or $\chi=0.33490$ rad. With $C'=A-2ha+\dots$,

$$3A-3g_1B'+g_2C'=h\,(3g_1-2g_2)\,a+O(h^2)=h\,(6-3g_1)\,a+O(h^2).$$

If $a$ has full rank, the span tends to that of $a$, which is orthogonal to the subspace, and $d\to\sqrt n$ however small $h$ is.

**Q.** Give me a plane-wave case with numbers.

**A.** Take a cubic cell with two monovalent atoms, with chosen model parameters: $a_0=8.0$ bohr, volume $\Omega_0=512.0$ bohr$^3$, cutoff 8.0 Ry, which holds 179 plane waves at the $\Gamma$ point. The potential is an Ashcroft empty core with $r_c=1.67$ bohr and Thomas-Fermi screening, fixed in form and not self-consistent. One atom sits at the origin and the other at $R(t)$:

$$H_{GG'}=G^2\delta_{GG'}+w(q)\,\big(1+e^{-iq\cdot R(t)}\big),\qquad q=G-G',\qquad w(q)=-\frac{8\pi\cos(qr_c)}{\Omega_0\,(q^2+k_s^2)},$$

with $w(0)$ set to zero as a constant shift. The $8\pi$ is $4\pi e^2$ with $e^2=2$. Two electrons per cell give $k_F=(3\pi^2\cdot2/512)^{1/3}=0.4872$ bohr$^{-1}$ and $k_s^2=4k_F/\pi=0.6204$ bohr$^{-2}$. For the (110) shell, $q^2=2\times0.6169=1.2338$, $qr_c=1.1108\times1.67=1.855$, $\cos(qr_c)=-0.2804$, and $w=0.04909\times0.2804/(1.2338+0.6204)=0.00742$ Ry. The (100) and (200) values are $-0.01017$ and $0.01381$ Ry.

The second atom follows $R=\tfrac{a_0}{2}(1,1,1)+u(t)$ with $u=(0.30\cos\omega t,\ 0.20\sin\omega t,\ 0.10\sin(\omega t+1))$ bohr and $\omega=1.0\times10^{-3}$ Ry$/\hbar$, which is $10^{-3}/(2\pi\times4.83777\times10^{-17}\,\mathrm{s})=3.290$ THz. At $t_n=300\ \hbar/$Ry, $u=(0.2866,\,0.0591,\,0.0964)$ bohr and the speed is $2.1233\times10^{-4}$ bohr Ry$/\hbar$. The derivatives of $H$ are analytic: the moving term is multiplied by $-iq\cdot\dot R$ for $H'$ and by $-iq\cdot\ddot R-(q\cdot\dot R)^2$ for $H''$.

The lowest eigenvalues are $-0.00676$, $0.58670$, $0.58674$, $0.58724$, $0.61362$, $0.61381$, $0.67104$ and $1.19254$ Ry. The first seven are the $G=0$ state and the six (100) plane waves near $(2\pi/a_0)^2=0.6169$ Ry, split by the potential. I track $n=7$. The gap above them is $1.19254-0.67104=0.52150$ Ry. With two electrons per cell most of these states are empty; what the derivation needs is a gap above the tracked set at this $k$-point, not at the Fermi level. Inside the set, bands 2 and 3 are only $0.00004$ Ry apart.

The perturbation formulas give $\|a\|=3.1670\times10^{-5}$ Ry$/\hbar$, $\|b\|=4.6706\times10^{-8}$ (Ry$/\hbar)^2$ and the energy coefficient $\sum(\varepsilon_c-\varepsilon_v)|P''_{cv}|^2=3.1731\times10^{-15}$ Ry (Ry$/\hbar)^4$. The 8 Ry cutoff is part of the definition of the model and is not a converged setting: raising it to 18 Ry (691 plane waves) increases $\|a\|$ and $\|b\|$ by about 2 % and the gap by $0.001$ Ry. All numbers below refer to 8 Ry. Independently, $H$ was diagonalized exactly at $t_n+h$, $t_n$, $t_n-h$ and $t_n-2h$, the older sets were scrambled by random unitary matrices and then aligned, and $d$ and $\Delta E$ were evaluated from their definitions.

For $h=100\ \hbar/\mathrm{Ry}=4.838$ fs the ion moves $0.0215$ bohr. The principal angles between $t_n-h$ and $t_n$, taken from the singular values of $QB'$ because sines resolve small angles better than cosines, are $2.1151$, $1.5890$, $0.9548$, $0.8591$, $0.7872$, $0.6909$ and $0.2242$ mrad. At such angles $4\sin^2(\theta/2)=\theta^2$, and the squares add to $4.4736+2.5249+0.9116+0.7381+0.6197+0.4773+0.0503=9.7955$ in units of $10^{-6}$, against the directly computed $\|B'-A\|^2=9.7954\times10^{-6}$. In a random gauge the squared distance is $13.5028$, close to $2n=14$, the value for sets with no correlation. The root of the minimum is $3.130\times10^{-3}$ for the backward step, the forward step gives $3.210\times10^{-3}$, and their mean $3.170\times10^{-3}$ is close to $h\|a\|=3.167\times10^{-3}$; the term in $h^2b$ enters the two with opposite sign relative to $ha$.

The subspace errors $d$, in units of $10^{-4}$, are:

| method | $h=200$ | $h=100$ | $h=50$ |
|---|---|---|---|
| reuse $A$ | 65.137 | 32.097 | 15.939 |
| 2-point, sign flip | 85.138 | 42.447 | 21.174 |
| 2-point, random $G$ | 71.531 | 35.265 | 17.529 |
| 2-point, phases only | 18.610 | 4.7067 | 1.1873 |
| 2-point, aligned | 18.610 | 4.6661 | 1.1674 |
| $h^2\lVert b\rVert$ | 18.682 | 4.6706 | 1.1677 |
| 3-point, aligned | 3.1477 | 0.40066 | 0.050499 |

At $h=100$ the prediction is $10^4\times4.6706\times10^{-8}=4.6706\times10^{-4}$ against $4.6661\times10^{-4}$. The three-point error drops by $3.1477/0.40066=7.86$ and then $0.40066/0.050499=7.93$, approaching 8. From $h=20$ and $10$ the observed orders are $1.002$ for reuse, $1.001$ for the random gauge, $2.000$ for aligned two-point, $2.998$ for aligned three-point and $2.990$ for the difference between chained and direct alignment. That difference is $1.318\times10^{-7}$ at $h=100$, within the bound $h^3\|a\|\|b\|=10^6\times3.1670\times10^{-5}\times4.6706\times10^{-8}=1.48\times10^{-6}$ on its leading term. At $h=20$ the full error matrix $Q_+(2A-B')$ agrees with $-h^2b$ to a relative $1.47\times10^{-4}$, so the sign and direction are confirmed as well as the norm.

The sign flip gives $42.447/32.097=1.322$ at $h=100$ and $1.3332$ at $h=2$, tending to $4/3$. For the random gauge $\|aF\|=3.4880\times10^{-5}$ Ry$/\hbar$, a predicted ratio of $1.1013$ to the reuse error, and $17.529/15.939=1.100$ at $h=50$. The three-point formula with the singular phases gives $d=2.6457$, $2.6457$ and $2.6458$, against $\sqrt7=2.6458$; all seven angles above are nonzero, in line with the full rank of $a$ assumed there.

The energy excess of the aligned two-point guess at $h=100$ is $3.1668\times10^{-7}$ Ry, against $10^8\times3.1731\times10^{-15}=3.1731\times10^{-7}$ Ry. At $h=200$ and $50$ it is $5.0361\times10^{-6}$ and $1.9823\times10^{-8}$ Ry, a fall by close to $2^4$ per halving, and at $h=20$ the ratio to the prediction is $0.9999$. The quotient $3.1731\times10^{-15}/(4.6706\times10^{-8})^2=1.45$ Ry is the mean excitation energy of the error, which is above the gap of $0.52$ Ry and so consistent with the bound $\Delta E\ge E_gd^2$.

**Q.** Your table undermines you. Fixing the phase of each eigenvector does as well as the full alignment, and at $h=200$ the two entries are identical.

**A.** In this example that is what the numbers show. Band-by-band phase fixing, which applies the $n=1$ formula to each sorted eigenvector, leaves $\|B'G-A\|^2=2.4892\times10^{-3}$ at $h=100$, some 250 times the minimum. For $S\approx1$ the excess over the minimum is $2\,\mathrm{Re}\,\mathrm{Tr}\,S(1-G)\approx\|G-1\|^2$, so $\|G-1\|\approx0.050$. The eigenvectors have rotated among themselves far more than the subspace has moved, $0.050$ against $0.003$, but $G$ is still close to 1. The extra error term is then bounded by about $2h\|a\|\,\|G-1\|=2\times3.167\times10^{-3}\times0.050=3.2\times10^{-4}$, smaller than the aligned error of $4.67\times10^{-4}$, and it adds as a matrix, with a cross term of either sign. The observed change at $h=100$ is under one per cent, far less than this bound allows. The ratio of the two errors is $1.017$ at $h=50$, $1.009$ at $h=100$ and $1.000$ at $h=200$. Since the ratio differs from 1 at the two smaller steps, the equal entries at $h=200$ do not reflect an identity between the two errors.

The comparison also marks the limit of what alignment achieves. The polar factor minimizes the distance between successive sets. It does not minimize the extrapolation error, and a gauge with a suitable $\kappa$ could cancel part of $b$ by $2a\kappa$. What it guarantees is an error fixed by $P(t)$ alone. Phase fixing has no such guarantee. If two sorted bands cross between steps, the overlap $\langle b_j|a_j\rangle$ is near zero, its phase is meaningless, $G$ contains a permutation, and the error in those columns is first order. The same happens in an exactly degenerate multiplet or when the orbitals are not eigenvectors. With $\|G-1\|\approx0.050$ no such event falls between those two steps here.

**Q.** Where does the full alignment itself fail?

**A.** First, when the gap above the tracked set closes. If band $n$ and band $n+1$ cross within a step, one principal angle approaches $\pi/2$, $M$ becomes nearly singular, and $\Phi(s)$ is not smooth. The covariance still holds as long as $M$ is invertible, but the error in that direction is of order one. Near a narrow gap the order is formally intact while $a$ and $b$ grow with inverse powers of the gap, as the denominators show. In a metal nothing guarantees a gap above the computed set at every $k$-point, and a small $\sigma_i$ signals that such a crossing has occurred between the stored sets. It gives no warning of a crossing within the step being predicted, because $M$ is built from past sets only: all $\sigma_i$ can be close to 1 while the predicted subspace is wrong by an amount of order one.

Second, unequal occupations. The density matrix $\Psi f\Psi^\dagger$ is invariant only under unitaries that commute with $f$. The aligned extrapolation predicts the subspace, and a Rayleigh-Ritz diagonalization within it must come before occupations are assigned. The columns of $\tilde X$ are in general not bands; for a fully occupied set this does not matter, because the density matrix then depends only on their span.

Third, the metric. With ultrasoft pseudopotentials or the projector augmented-wave method the orbitals are orthonormal under an overlap operator that moves with the ions, so $B^\dagger A$ is not the overlap of two orthonormal sets in one space, and the first step of the proof does not apply as written. Each $k$-point and spin channel is aligned separately, and the plane-wave set is assumed to be the same at all steps.

Fourth, smoothness presumes converged orbitals. A residual error of norm $\eta$ in each stored set, if independent from step to step, enters $\tilde X$ as $\sqrt{2^2+1^2}\,\eta$ for two points and $\sqrt{3^2+3^2+1^2}\,\eta$ for three. Independent noise and truncation error add in squares on average, so when the three-point truncation error is much smaller than $h^2\|b\|$, the three-point formula is the better one only as long as $\sqrt{19-5}\,\eta<h^2\|b\|$. In the example at $h=100$ this means $\eta$ below about $1.2\times10^{-4}$. The extrapolation also uses past steps only, so it is not symmetric under time reversal, and alignment, which only fixes the gauge of those past sets, does not change this.

## Calculated quantities

```
random test N=8 n=3: theta (rad) = 0.28992 0.54244 0.83834
min cost: polar 1.03316257, brute force 1.03316257
extrapolated angles phi (rad) = 0.26783 0.42404 0.50935
time unit hbar/Ry = 4.83777e-17 s
a = 8.0 bohr, volume = 512.0 bohr^3, rc = 1.67 bohr, cutoff = 8.0 Ry
plane waves = 179, bands = 7
kF = 0.4872 1/bohr, ks^2 = 0.6204 1/bohr^2
(2pi/a)^2 = 0.6169 Ry
v per atom (100),(110),(200) = -0.01017 0.00742 0.01381 Ry
amplitudes = 0.30 0.20 0.10 bohr, phases = 1.5708 0.0000 1.0000 rad
omega = 1.0e-03 Ry/hbar = 3.290 THz, t0 = 300 hbar/Ry
u(t0) = 0.2866 0.0591 0.0964 bohr, speed = 2.1233e-04 bohr Ry/hbar
bands 1-4 = -0.00676 0.58670 0.58674 0.58724 Ry
bands 5-8 = 0.61362 0.61381 0.67104 1.19254 Ry
gap above band 7 = 0.52150 Ry
|P'A| = 3.1670e-05 Ry/hbar, |QP''A| = 4.6706e-08 (Ry/hbar)^2
random-gauge error rate = 3.4880e-05 Ry/hbar, ratio = 1.1013
energy coefficient = 3.1731e-15 Ry (Ry/hbar)^4
h = 200 hbar/Ry = 9.676 fs, ion step = 0.0437 bohr
  d none 6.5137e-03, sign flip 8.5138e-03, random G 7.1531e-03
  d phase-only 1.8610e-03, aligned 2-pt 1.8610e-03 (pred 1.8682e-03)
  d aligned 3-pt 3.1477e-04, worst-phase 3-pt 2.6457
  dE 2-pt 5.0361e-06 Ry (pred 5.0770e-06 Ry), chain-direct 1.005e-06
h = 100 hbar/Ry = 4.838 fs, ion step = 0.0215 bohr
  d none 3.2097e-03, sign flip 4.2447e-03, random G 3.5265e-03
  d phase-only 4.7067e-04, aligned 2-pt 4.6661e-04 (pred 4.6706e-04)
  d aligned 3-pt 4.0066e-05, worst-phase 3-pt 2.6457
  dE 2-pt 3.1668e-07 Ry (pred 3.1731e-07 Ry), chain-direct 1.318e-07
  theta (mrad) = 2.1151 1.5890 0.9548 0.8591 0.7872 0.6909 0.2242
  |BU-A|^2: polar 9.7954e-06, phase-only 2.4892e-03, random 13.5028
h = 50 hbar/Ry = 2.419 fs, ion step = 0.0107 bohr
  d none 1.5939e-03, sign flip 2.1174e-03, random G 1.7529e-03
  d phase-only 1.1873e-04, aligned 2-pt 1.1674e-04 (pred 1.1677e-04)
  d aligned 3-pt 5.0499e-06, worst-phase 3-pt 2.6458
  dE 2-pt 1.9823e-08 Ry (pred 1.9832e-08 Ry), chain-direct 1.700e-08
orders from h=20,10: none 1.002, rand 1.001, lin 2.000, quad 2.998, chain 2.990
h=2: sign flip / none = 1.3332 (4/3 = 1.3333)
h=20: error-vector rel. deviation = 1.47e-04, dE/pred = 0.9999
singular 3-pt phase chi = 0.33490 rad, sqrt(7) = 2.6458
```
